\section*{The long-range Fröhlich vertex and LO–TO splitting of a polar monolayer, part 1}

(Sections cited here and not found follow in the second part.)

\section{The Fr\"ohlich vertex and the LO--TO splitting of a polar monolayer}

The bulk Fr\"ohlich vertex diverges as $1/q$, and the bulk LO and TO frequencies stay apart as $q\to0$. Both facts rest on the kernel $4\pi/q^2$, and both are false for an isolated monolayer. A calculation that repeats the layer with period $c$ along the normal reproduces them at $qc\ll1$, with coefficients set by the arbitrary length $c$, as Eq.~\eqref{eq:images} shows. A calculation that avoids small $q$ and Fourier-interpolates from a coarse grid fails in another way: a finite Fourier sum is analytic in $\mathbf q$, whereas the true vertex depends on $\hat{\mathbf q}$ and $|\mathbf q|$ and the LO branch has a kink at $\Gamma$. A carrier at the edge of a parabolic valley of mass $m^*$ that absorbs an LO phonon takes up $q\simeq\sqrt{2m^*\omega_{\rm LO}}$, from $q^2/2m^*=\omega_{\rm LO}$. When this is well below the grid spacing, the interpolation misses much of the vertex just where it is needed, and a closed form for the long-range part supplies it.

Hartree atomic units and Gaussian electrostatics are used, and the electron has charge $-1$. The layer is an insulator with point group $D_{3h}$, two atoms per cell of area $A$, masses $M_1,M_2$, $M=M_1+M_2$, $\mu=M_1M_2/M$. Only in-plane displacements $\mathbf u_\kappa e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}$ are treated, in the harmonic and adiabatic approximations.

\subsection{Continuum sheet of zero thickness}

A sheet charge $\sigma e^{i\mathbf q\cdot\boldsymbol\rho}\delta(z)$ obeys $(\partial_z^2-q^2)\phi=-4\pi\sigma\delta(z)$. The decaying solution $\phi_0e^{-q|z|}$ has a slope jump $-2q\phi_0=-4\pi\sigma$, so
\begin{equation}
\phi(z)=\frac{2\pi\sigma}{q}\,e^{-q|z|}.
\label{eq:kernel}
\end{equation}
Let $Z_1=-Z_2=Z$ be the in-plane Born charges and $\alpha$ the electronic polarizability (dipole per area per field, a length), both defined at $q=0$, where an in-plane polarization makes no field. With $\phi$ the potential in the plane,
\begin{equation}
\mathbf P=\frac1A\sum_\kappa Z_\kappa\mathbf u_\kappa+\alpha\mathbf E,\qquad
\mathbf E=-i\mathbf q\,\phi,\qquad \sigma=-i\mathbf q\cdot\mathbf P .
\label{eq:P}
\end{equation}
Inserting the first two relations in the third gives $\sigma=-i\mathbf q\cdot\sum Z_\kappa\mathbf u_\kappa/A-\alpha q^2\phi$, since $(-i)^2=-1$. Multiplying by $2\pi/q$ and moving the $\phi$ term to the left,
\begin{equation}
\phi=-\frac{2\pi i}{A}\,\frac{\hat{\mathbf q}\cdot\sum_\kappa Z_\kappa\mathbf u_\kappa}{1+rq},\qquad r=2\pi\alpha .
\label{eq:phi}
\end{equation}
The bound charge is proportional to $q$ and the kernel to $1/q$, so $\phi$ stays finite; in the bulk the kernel has one more power of $1/q$. The limit $q\to0$ depends on direction: a fixed displacement along $x$ gives $\phi\propto\cos\theta$, with $\theta$ the angle of $\mathbf q$. The field, $-i\mathbf q\phi$, vanishes linearly in $q$. The force on ion $\kappa$ is $Z_\kappa\mathbf E=-\sum_{\kappa'}\Phi^{\rm NA}_{\kappa\kappa'}\mathbf u_{\kappa'}$, and $(-i)(-2\pi i)=-2\pi$ gives
\begin{equation}
\Phi^{\rm NA}_{\kappa a,\kappa'b}=\frac{2\pi q}{A}\,\frac{Z_\kappa\hat q_a\,Z_{\kappa'}\hat q_b}{1+rq}.
\label{eq:NA}
\end{equation}

At $q=0$ the optical modes form the $E'$ doublet of frequency $\omega_0$, with mass-scaled unit eigenvectors $\mathbf e=(\sqrt{M_2/M}\,\hat{\mathbf n},-\sqrt{M_1/M}\,\hat{\mathbf n})$. Then
\begin{equation}
\sum_\kappa \frac{Z_\kappa\mathbf e_\kappa}{\sqrt{M_\kappa}}
=Z\hat{\mathbf n}\,\frac{M_2+M_1}{\sqrt{MM_1M_2}}=\frac{Z}{\sqrt\mu}\,\hat{\mathbf n}.
\label{eq:proj}
\end{equation}
Within the doublet, \eqref{eq:NA} divided by $\sqrt{M_\kappa M_{\kappa'}}$ annihilates $\hat{\mathbf n}\perp\mathbf q$ and raises $\hat{\mathbf n}=\hat{\mathbf q}$:
\begin{equation}
\omega_{\rm LO}^2-\omega_{\rm TO}^2=\frac{Sq}{1+rq},\qquad S=\frac{2\pi Z^2}{A\mu},\qquad
\omega_{\rm LO}-\omega_{\rm TO}\to\frac{S}{2\omega_0}\,q .
\label{eq:split}
\end{equation}
The last form follows from $\omega_{\rm LO}^2-\omega_{\rm TO}^2\simeq2\omega_0(\omega_{\rm LO}-\omega_{\rm TO})$.

For the vertex, quantize on $N$ cells, $\mathbf u_\kappa(\mathbf R)=\sum_{\mathbf q\nu}(2NM_\kappa\omega_\nu)^{-1/2}\mathbf e_{\kappa\nu}e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu})$, and define $g$ by $H=N^{-1/2}\sum g_\nu(\mathbf q)\,c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu})$. The electron's energy is $-\phi$. The matrix element of $e^{i\mathbf q\cdot\boldsymbol\rho}$ between states of one band is the overlap of their periodic parts, which tends to one as $q\to0$ and is set to one here. A real displacement requires $\mathbf e_{\kappa\nu}(-\mathbf q)=\mathbf e_{\kappa\nu}(\mathbf q)^*$, which $\hat{\mathbf n}=\hat{\mathbf q}$ violates, so the LO eigenvector is taken here with $\hat{\mathbf n}=-i\hat{\mathbf q}$, the same mode with another phase. Then $g=-\phi$ evaluated at $\mathbf u_\kappa=\mathbf e_\kappa/\sqrt{2M_\kappa\omega}$, and \eqref{eq:phi} with \eqref{eq:proj} gives
\begin{equation}
g_{\rm LO}(q)=\frac{2\pi Z}{A\sqrt{2\mu\,\omega_{\rm LO}(q)}}\,\frac1{1+rq},\qquad
g_0\equiv|g_{\rm LO}(0^+)|=\frac{2\pi Z}{A\sqrt{2\mu\omega_0}} .
\label{eq:g}
\end{equation}
The factor $1/(1+rq)$ describes $g\sqrt{\omega_{\rm LO}}$, not $g$, because $\omega_{\rm LO}$ itself varies linearly in $q$. From $\ln|g|=\ln g_0-\ln(1+rq)-\frac14\ln(\omega_{\rm LO}^2/\omega_0^2)$ and $\omega_{\rm LO}^2=\omega_0^2+Sq+O(q^2)$,
\begin{equation}
\frac{d\ln|g_{\rm LO}|}{dq}\bigg|_{0^+}=-r-\frac{S}{4\omega_0^2}.
\label{eq:slope}
\end{equation}

If identical sheets sit at $z=nc$ and move in phase, \eqref{eq:kernel} is multiplied by $f=\sum_ne^{-q|n|c}=1+2/(e^{qc}-1)=\coth(qc/2)$, and the same steps give $\omega_{\rm LO}^2-\omega_{\rm TO}^2=Sqf/(1+rqf)$ and $g\propto f/(1+rqf)$. For $qc\ll1$, $f\to2/(qc)$ and
\begin{equation}
\omega_{\rm LO}^2-\omega_{\rm TO}^2\to\frac{2S}{c+2r},\qquad g\propto\frac{2}{q\,(c+2r)},
\label{eq:images}
\end{equation}
which is the bulk behaviour described at the start.

\subsection{Local fields}

Equation \eqref{eq:P} ignores the atomic structure of the field. A lattice of polarizable point ions shows what survives. Ion $\kappa$ has charge $z_\kappa$ ($z_1=-z_2=z$) and an induced dipole $\mathbf p_\kappa$ costing $|\mathbf p_\kappa|^2/2\chi_\kappa$; short-range force constants are $K(\mathbf q)$. A dipole $\mathbf d$ has potential $-\mathbf d\cdot\nabla(1/\rho)$ and field $E_a=\partial_a\partial_b(1/\rho)\,d_b$. Define
\begin{equation}
T_{\kappa a,\kappa'b}(\mathbf q)={\sum_{\mathbf R}}'\,\partial_a\partial_b\frac1{|\mathbf x|}\,e^{i\mathbf q\cdot\mathbf x},\quad \mathbf x=\mathbf R+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa,\qquad
B_\kappa=\sum_{\kappa'}T_{\kappa\kappa'}(0)z_{\kappa'},
\label{eq:T}
\end{equation}
omitting $\mathbf x=0$. Each site is a $C_3$ axis, so the equilibrium field and dipoles vanish. A displaced ion acts on others as the dipole $z_\kappa\mathbf u_\kappa$, and it samples the static field $-\nabla\sum z/\rho$ of the others at a shifted point, which gives $-B_\kappa\mathbf u_\kappa$. In four-component notation ($z$, $\chi$, $B$ block diagonal) the field at the ions is $Tp+Cu$ with $C=Tz-B$. The ion--ion energy, $\frac14\sum_{i\ne j}z_iz_j(\mathbf u_i-\mathbf u_j)\partial\partial(1/\rho)(\mathbf u_i-\mathbf u_j)$ at second order, expands to $\frac12u^\dagger(zB-zTz)u$. The energy per cell is
\begin{equation}
\mathcal E=\tfrac12u^\dagger K_{\rm ion}u-{\rm Re}\,p^\dagger Cu+\tfrac12p^\dagger\mathsf Mp,\quad K_{\rm ion}=K-zTz+zB,\quad \mathsf M=\chi^{-1}-T,
\label{eq:E}
\end{equation}
so that $\mathsf Mp=Cu$ and $\Phi u=K_{\rm ion}u-C^\dagger p$. Stability needs $\mathsf M>0$ and $\Phi>0$.

To isolate the non-analytic part of $T$, write $1/\rho={\rm erfc}(\eta\rho)/\rho+{\rm erf}(\eta\rho)/\rho$. The first piece decays like a Gaussian and its lattice sum is analytic in $\mathbf q$. For the second, ${\rm erf}(\eta\rho)/\rho=(2/\sqrt\pi)\int_0^\eta e^{-s^2\rho^2}ds$; each Gaussian transforms to $(\pi/s^2)e^{-k^2/4s^2}$, and the substitution $v=k/2s$ gives $(4\sqrt\pi/k)\int_{k/2\eta}^\infty e^{-v^2}dv=(2\pi/k)\,{\rm erfc}(k/2\eta)$. Poisson summation turns its lattice sum into $-A^{-1}\sum_{\mathbf G}k_ak_b(2\pi/k)\,{\rm erfc}(k/2\eta)e^{-i\mathbf G\cdot(\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa)}$ with $\mathbf k=\mathbf q+\mathbf G$, minus the constant $\mathbf x=0$ term. Terms with $\mathbf G\neq0$ are analytic near $\mathbf q=0$. In the $\mathbf G=0$ term, ${\rm erfc}=1-{\rm erf}$, and ${\rm erf}(q/2\eta)/q$ is a power series in $q^2$. Hence
\begin{equation}
T(\mathbf q)=\bar T(\mathbf q)-c\,ww^T,\qquad c=\frac{2\pi}{Aq},\qquad w=(\mathbf q,\mathbf q)^T,
\label{eq:Tsplit}
\end{equation}
with $\bar T$ analytic and $\bar T(0)=T(0)$, because $cww^T=O(q)$.

A bar marks quantities built from $\bar T$. Let $d=zu+p$ be the site dipoles and $s=w^Td$. Averaging the dipoles over the cell gives $\sigma=-is/A$, so the $\mathbf G=0$ potential is $\phi=-ics$. With \eqref{eq:Tsplit}, $\mathsf M=\bar{\mathsf M}+cww^T$, $C=\bar C-cww^Tz$, $K_{\rm ion}=\bar K_{\rm ion}+c\,zww^Tz$. The dipole equation becomes $\bar{\mathsf M}p=\bar Cu-csw$. Solving for $p$, adding $zu$ and contracting with $w^T$,
\begin{equation}
s=w^T\bar Xu-cs\,w^T\bar{\mathsf M}^{-1}w
\;\Rightarrow\; s=\frac{w^T\bar Xu}{\epsilon},\qquad \bar X=z+\bar{\mathsf M}^{-1}\bar C,
\label{eq:s}
\end{equation}
where $\epsilon=1+cw^T\bar{\mathsf M}^{-1}w$. In the force equation the extra terms combine to $c\,zw\,w^T(zu+p)=cs\,zw$, so
\begin{align}
\Phi u&=\bar K_{\rm ion}u-\bar C^\dagger\left(\bar{\mathsf M}^{-1}\bar Cu-cs\,\bar{\mathsf M}^{-1}w\right)+cs\,zw\nonumber\\
&=\bar\Phi u+cs\,\bar X^\dagger w,
\end{align}
using that $\bar{\mathsf M}$ is Hermitian. With $\hat w=w/q$, define $\mathcal Z(\mathbf q)=\hat w^T\bar X$ and $\alpha(\mathbf q)=\hat w^T\bar{\mathsf M}^{-1}\hat w/A$. Then, exactly in this model,
\begin{equation}
\epsilon=1+2\pi q\,\alpha(\mathbf q),\qquad
\phi=-\frac{2\pi i}{A}\frac{\mathcal Zu}{\epsilon},\qquad
\Phi=\bar\Phi+\frac{2\pi q}{A\epsilon}\mathcal Z^\dagger\mathcal Z .
\label{eq:exact}
\end{equation}
These are \eqref{eq:phi} and \eqref{eq:NA} with local-field-dressed coefficients. At $q=0$ a rigid translation gives $Cu=0$ by the definition of $B$, so the dressed charges obey $Z_1+Z_2=z_1+z_2=0$.

\subsection{Order of the corrections}

Two rules fix the expansion of the analytic quantities. First, the real-space kernels are real, so every barred matrix obeys $F(-\mathbf q)=F(\mathbf q)^*$: even orders in $\mathbf q$ are real, odd orders imaginary. Second, the expansion coefficients are tensors invariant under $C_3$ and the mirrors. An in-plane tensor of rank $n$ has angular-momentum components $m=-n,-n+2,\dots,n$, and $C_3$ keeps $m\equiv0 \pmod 3$. Ranks 2 and 4 keep only $m=0$, so they are rotation invariant, and the mirror removes terms with one $\varepsilon_{ab}$. Rank 3 keeps only $m=\pm3$, the fully symmetric traceless tensors. Taking $x$ along a lattice vector, a bond lies along $y$, the mirror is $x\to-x$, and the surviving tensor has $t_{abc}\hat q_a\hat q_b\hat q_c=\sin3\theta$. With $\hat{\mathbf t}=d\hat{\mathbf q}/d\theta$, differentiation gives $t_{abc}\hat q_a\hat q_b\hat t_c=\cos3\theta$.

The number $\alpha(\mathbf q)$ is real, being a diagonal element of a Hermitian matrix, so its linear term vanishes and $\epsilon=1+rq+O(q^3)$.

The optical doublet of the mass-scaled matrix $\bar D$ is separated from the acoustic modes by $\omega_0^2$, so it is described by an analytic Hermitian $2\times2$ matrix $\bar D_{ab}$ that includes the coupling to them. Its linear term is imaginary and Hermitian, hence antisymmetric in $ab$, and the symmetric $t_{abc}$ cannot supply it. Its quadratic term is $\beta q^2\delta_{ab}+bq_aq_b$. Its cubic term is $i\gamma\varepsilon_{ab}q^3\cos3\theta$, since $\varepsilon_{ab}$ and $\cos3\theta$ are both odd under the mirror. For $b\neq0$ the barred modes $\bar e_L,\bar e_T$ are longitudinal and transverse up to a mixing amplitude $i\gamma q\cos3\theta/b$, and $\bar\Delta\equiv\bar\omega_L^2-\bar\omega_T^2=bq^2+O(q^4)$.

Let $v_n=\sum_\kappa\mathcal Z_\kappa\bar e_{\kappa n}/\sqrt{M_\kappa}$. The zeroth order is \eqref{eq:proj}; the first order is the dynamical quadrupole, imaginary and proportional to $t_{abc}$. Thus $v_L=(Z/\sqrt\mu)[1+i\lambda q\sin3\theta+O(q^2)]$ and $|v_L|^2=(Z^2/\mu)[1+O(q^2)]$. The transverse component is $v_T\propto iq\cos3\theta$, from the quadrupole and from the mixing. At second order the direct term, an isotropic rank-4 tensor contracted with $\hat q\hat q\hat q\hat t$, vanishes; the mixing adds real terms proportional to $q^2\sin6\theta=2q^2\sin3\theta\cos3\theta$ (the product of the two first-order terms, and the $m=\pm6$ part of the quartic term of $\bar D_{ab}$ divided by $bq^2$), which change $|v_T|$ only by a relative $O(q^2)$. The acoustic $v_n$ are $O(q)$ by neutrality.

With $c'=2\pi q/(A\epsilon)$, the eigenvalue equation from \eqref{eq:exact} reads $(\omega^2-\bar\omega_n^2)e_n=c'v_n^*y$ in the barred basis, where $y=\sum_nv_ne_n$ and $|g|=(2\pi/A\epsilon)|y|/\sqrt{2\omega}$. Multiplying $e_n$ by $v_n$ and summing, and separately normalizing $e$,
\begin{equation}
1=c'\sum_n\frac{|v_n|^2}{\omega^2-\bar\omega_n^2},\qquad
\frac1{|y|^2}=c'^2\sum_n\frac{|v_n|^2}{(\omega^2-\bar\omega_n^2)^2}.
\label{eq:sec}
\end{equation}
For optical roots the acoustic terms are $O(q^3)$ in the first sum and $O(q^4)$ in the second, and are dropped. Put $x=\omega^2-\bar\omega_T^2$. For the LO root $x=O(q)$, the $T$ term in the first sum is $O(q^2)$, and $x-\bar\Delta=c'|v_L|^2[1+O(q^2)]$; the second sum then gives $|y|=|v_L|[1+O(q^2)]$. For the TO root $|x|\ll|\bar\Delta|$, so $1=-c'|v_L|^2/\bar\Delta+c'|v_T|^2/x$ and $x=c'|v_T|^2\bar\Delta/(\bar\Delta+c'|v_L|^2)=O(q^4)$, consistent with the assumption. In the second sum the $T$ term is $O(q^{-4})$ and the $L$ term $O(q^{-2})$, so $|y|=|x|/(c'|v_T|)$. Using $c'|v_L|^2=Sq/(1+rq)+O(q^3)$,
\begin{align}
\omega_{\rm LO}^2-\omega_{\rm TO}^2&=\frac{Sq}{1+rq}+bq^2+O(q^3),\label{eq:split2}\\
|g_{\rm LO}|&=g_0\sqrt{\frac{\omega_0}{\omega_{\rm LO}}}\,\frac{1+O(q^2)}{1+rq},\label{eq:g2}\\
|g_{\rm TO}|&=\frac{|\bar g_T|\,|\bar\Delta|}{Sq+\bar\Delta(1+rq)}\,[1+O(q^2)],\label{eq:gT}
\end{align}
where $|\bar g_T|=(2\pi/A)|v_T|/\sqrt{2\bar\omega_T}\propto q|\cos3\theta|$. The TO vertex is therefore $O(q^2)$, one order smaller than $\bar g_T$: since $Sq\gg|b|q^2$, the TO eigenvector turns until it is nearly orthogonal to the vector $v$ that creates the field.

For the continuum sheet and a lattice of polarizable ions, this part has derived an LO--TO splitting linear in $q$ and an LO vertex that stays finite as $q\to0$, and for the lattice a long-range TO vertex of order $q^2$. What remains is to set the limits of these results, treat static screening, thickness and environment, and test the formulas on a numerical example.
